# The Motz-Wise Sticking Correction: Derivation and Kinetic Accuracy: test program

```python
"""
Result under test: a wall consuming a fraction S of arriving molecules draws
    J = S/(1 - S/2) * n * vbar/4        (Motz-Wise law)
if the even part of the wall velocity distribution is Maxwellian.
n: density at the wall; vbar: mean speed; J: net flux toward the wall.
The closure is also compared with kinetic solutions of a half-space gas.
Scaled units: velocity sqrt(kT/m), time 1/(collision rate).
The gas fills x > 0; c is the normal velocity, so c < 0 moves to the wall.
C denotes n*vbar/(4J) at S = 1; the Motz-Wise law means C = 1/2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq


def maxwell(c, temperature=1.0):
    return np.exp(-c*c/(2*temperature))/np.sqrt(2*np.pi*temperature)


def half_integral(function):
    return quad(function, 0, 14, epsabs=1e-12, epsrel=1e-11, limit=200)[0]


def motz_wise(S):
    return S/(1 - S/2)


# One-way flux of a unit-density Maxwellian against vbar/4
one_way = half_integral(lambda c: c*maxwell(c))
mean_speed = half_integral(lambda v: 4*np.pi*v**3*(2*np.pi)**-1.5*np.exp(-v*v/2))
assert abs(one_way - mean_speed/4) < 1e-9

# Any odd distortion of a Maxwellian must give the same flux law
odd_shapes = {"step": lambda c: 1.0, "linear": lambda c: c, "cubic": lambda c: c**3}
linear_amplitude = None
for shape_name, shape in odd_shapes.items():
    for S in (0.1, 0.6, 1.0):
        def incoming(a):
            return half_integral(lambda c: c*maxwell(c)*(1 + a*shape(c)))

        def outgoing(a):
            return half_integral(lambda c: c*maxwell(c)*(1 - a*shape(c)))

        amplitude = brentq(lambda a: outgoing(a) - (1 - S)*incoming(a), 0, 10)
        factor = (incoming(amplitude) - outgoing(amplitude))/one_way
        assert abs(factor - motz_wise(S)) < 1e-7
        if shape_name == "linear" and S == 1.0:
            linear_amplitude = amplitude


def two_stream(S_total, gas_over_wall=1.0):
    """Wall density and arriving flux; incoming parameter 1, gas temperature 1."""
    wall_temperature = 1/gas_over_wall
    arriving = half_integral(lambda c: c*maxwell(c))
    unit_out = half_integral(lambda c: c*maxwell(c, wall_temperature))
    out_parameter = (1 - S_total)*arriving/unit_out
    density = half_integral(maxwell)
    density += out_parameter*half_integral(lambda c: maxwell(c, wall_temperature))
    return density, arriving


# Two competing consumption channels share the total in the denominator
S_first, S_second = 0.3, 0.5
density, arriving = two_stream(S_first + S_second)
first_factor = S_first*arriving/(density*one_way)
assert abs(first_factor - S_first/(1 - (S_first + S_second)/2)) < 1e-8
assert abs(first_factor - motz_wise(S_first)) > 0.1

# Gas hotter than the wall
S_hot, hot_ratio = 0.5, 1.1
density, arriving = two_stream(S_hot, hot_ratio)
assert abs(density - (1 + (1 - S_hot)*np.sqrt(hot_ratio))/2) < 1e-8
hot_factor = S_hot*arriving/(density*one_way)


def ordinates(count, single_speed=False):
    """Positive velocities and weights; the weights sum to one half."""
    s, ds = np.polynomial.legendre.leggauss(count)
    s, ds = (s + 1)/2, ds/2
    if single_speed:
        c, w = s**2, s*ds
    else:
        c = 8*s**2
        w = 16*s*ds*maxwell(c)
    return c, w*0.5/w.sum()


def half_space(c, w, S, depth=0.0):
    """Solve c df/dx = n - f with unit density slope far from the wall."""
    count = len(c)
    speeds, weights = np.concatenate([c, -c]), np.concatenate([w, w])
    generator = (weights[None, :] - np.eye(2*count))/speeds[:, None]
    rates, vectors = np.linalg.eig(generator)
    chosen = np.argsort(rates.real)[:count - 1]
    rates, modes = rates.real[chosen], vectors.real[:, chosen]
    assert rates.max() < -0.05
    flux_unit = np.sum(w*c)

    def wall_balance(f):
        return f[:count] - (1 - S)*((w*c) @ f[count:])/flux_unit

    columns = np.column_stack([modes, np.ones(2*count)])
    matrix = np.column_stack([wall_balance(column) for column in columns.T])
    solution = np.linalg.solve(matrix, wall_balance(speeds))
    offset = solution[-1]
    wall_f = columns @ solution - speeds
    wall_density = weights @ wall_f
    decaying = (weights @ modes) @ (solution[:-1]*np.exp(rates*depth))
    diffusivity = weights @ speeds**2
    assert abs(-(weights*speeds) @ wall_f - diffusivity) < 1e-6
    mean_normal = (weights*np.abs(speeds)) @ wall_f/wall_density
    return {"C_ext": offset*flux_unit/diffusivity,
            "C_wall": wall_density*flux_unit/diffusivity,
            "n0": wall_density, "D": diffusivity,
            "speed_ratio": mean_normal/(2*flux_unit),
            "n_depth": offset + depth + decaying}


c_nodes, c_weights = ordinates(60)
black = half_space(c_nodes, c_weights, 1.0)
coarse = half_space(*ordinates(40), 1.0)
single = half_space(*ordinates(60, single_speed=True), 1.0)
C_ext, C_wall = black["C_ext"], black["C_wall"]
assert abs(C_ext - coarse["C_ext"]) < 1e-4
for case in (black, single):
    assert abs(case["n0"] - np.sqrt(case["D"])) < 1e-6
assert abs(C_wall - 1/np.sqrt(2*np.pi)) < 1e-5
assert abs(black["speed_ratio"] - np.sqrt(np.pi/2)) < 1e-5
assert C_wall < 0.5 < C_ext
for S in (0.1, 0.5):
    partial = half_space(c_nodes, c_weights, S)
    assert abs(partial["C_ext"] - (1/S - 1 + C_ext)) < 1e-5
    assert abs(partial["C_wall"] - (1/S - 1 + C_wall)) < 1e-5


def random_flights(S, memory, seed, number=400000):
    """C and its standard error from transmission through a slab.
    A collision keeps the fraction 'memory' of the velocity on average."""
    rng = np.random.default_rng(seed)
    diffusivity = 1/(1 - memory)
    thickness = 6*diffusivity
    x = np.full(number, thickness)
    c = -rng.rayleigh(size=number)
    absorbed = 0
    while x.size:
        x = x + c*rng.exponential(size=x.size)
        hit = x <= 0
        stuck = hit & (rng.random(x.size) < S)
        absorbed += int(stuck.sum())
        bounced = hit & ~stuck
        scattered = memory*c + np.sqrt(1 - memory**2)*rng.standard_normal(x.size)
        c = np.where(bounced, rng.rayleigh(size=x.size), scattered)
        x = np.where(bounced, 0.0, x)
        keep = ~stuck & (x < thickness)
        x, c = x[keep], c[keep]
    passed = absorbed/number
    value = (1/passed - thickness*one_way/diffusivity - (1/S - 1))/2
    error = np.sqrt(passed*(1 - passed)/number)/(2*passed**2)
    return value, error


flight_black, error_black = random_flights(1.0, 0.0, 11)
flight_half, error_half = random_flights(0.5, 0.0, 12)
memory = 0.75
flight_memory, error_memory = random_flights(1.0, memory, 13)
# Five standard errors plus a small allowance for the finite slab
assert abs(flight_black - C_ext) < 5*error_black + 0.002
assert abs(flight_half - C_ext) < 5*error_half + 0.002
assert flight_black - 0.5 > 8*error_black
assert 0.5 < flight_memory < 0.65

# Worked example: tin vapour in an inert carrier, rough typical inputs
T = 600.0                        # K
mass = 118.71*const.atomic_mass  # kg
carrier_torr, tin_torr = 0.1, 1e-5
layer = 2.0                      # cm
D_one_torr = 250.0               # cm2/s at 1 Torr
site_density = 7e14              # cm^-2, one monolayer
D = D_one_torr/carrier_torr
thermal = 100*np.sqrt(const.k*T/mass)               # cm/s
vbar = 100*np.sqrt(8*const.k*T/(np.pi*mass))        # cm/s
n_bulk = tin_torr*const.torr/(const.k*T)*1e-6       # cm^-3
length_unit = D/thermal                             # cm
free_path = 3*D/vbar                                # cm


def series_flux(wall_resistance):
    return n_bulk/(layer/D + wall_resistance*4/vbar)


fluxes = {}
for S in (1.0, 0.5, 0.1):
    kinetic = half_space(c_nodes, c_weights, S, layer/length_unit)
    J_kinetic = D*n_bulk/(length_unit*kinetic["n_depth"])
    J_naive, J_mw = series_flux(1/S), series_flux(1/S - 0.5)
    assert J_naive < J_kinetic < J_mw
    assert J_mw - J_kinetic < 0.3*(J_kinetic - J_naive)
    fluxes[S] = (J_naive, J_mw, J_kinetic)
J_naive, J_mw, J_kinetic = fluxes[1.0]
J_memory = series_flux(flight_memory)

# Sizes of neglected effects, with rough inputs
tin_fraction = tin_torr/carrier_torr
stefan_change = -np.log1p(-tin_fraction)/tin_fraction - 1
heat_eV, boiling_K = 3.0, 2900.0
k_eV = const.k/const.e
vapour_torr = 760*np.exp(-heat_eV/k_eV*(1/T - 1/boiling_K))
evaporation = vapour_torr*const.torr/(const.k*T)*1e-6*vbar/4
tin_diameter = 5e-8              # cm
transit = layer**2/(2*D)
encounters = n_bulk*np.pi*tin_diameter**2*np.sqrt(2)*vbar*transit
assert evaporation < 1e-6*J_mw and encounters < 0.2 and stefan_change < 1e-3

print("FLUX FACTOR J/(n vbar/4): naive, Motz-Wise, kinetic")
print(" kinetic a: extrapolated n; kinetic b: true wall n")
for S in (0.01, 0.1, 0.5, 1.0):
    print(f" S={S:4.2f}: {S:.4f} {motz_wise(S):.4f}"
          f" a {1/(1/S - 1 + C_ext):.4f} b {1/(1/S - 1 + C_wall):.4f}")
print(f"C, extrapolated density: {C_ext:.4f}")
print(f"C, true wall density: {C_wall:.4f}")
print(f"b = 1-C, extrapolated: {1 - C_ext:.4f}; true: {1 - C_wall:.4f}")
print(f"C, single-speed scattering, extrapolated: {single['C_ext']:.4f}")
print(f"C, random flights S=1: {flight_black:.4f} +- {error_black:.4f}")
print(f"C, random flights S=0.5: {flight_half:.4f} +- {error_half:.4f}")
print(f"C, flights, memory {memory}: {flight_memory:.4f} +- {error_memory:.4f}")
print(f"Wall mean |c| / Maxwellian, S=1: {black['speed_ratio']:.4f}")
print(f"Linear shape negative above c/sqrt(kT/m) = {1/linear_amplitude:.4f}")
print(f"Two channels S = {S_first}, {S_second}; first-channel factor:")
print(f" shared {first_factor:.4f}, separate {motz_wise(S_first):.4f}")
print("TIN VAPOUR EXAMPLE")
print(f"Temperature: {T:.0f} K; tin mass: {mass/const.atomic_mass:.2f} u")
print(f"Carrier: {carrier_torr} Torr; tin: {tin_torr:.0e} Torr")
print(f"Layer: {layer:.1f} cm; D: {D:.0f} cm2/s")
print(f"D at 1 Torr: {D_one_torr:.0f} cm2/s")
print(f"Mean speed: {vbar:.4e} cm/s; vbar/4: {vbar/4:.4e} cm/s")
print(f"Bulk tin density: {n_bulk:.4e} cm^-3")
print(f"Diffusion resistance L/D: {layer/D:.4e} s/cm")
print(f"Wall resistance S=1, naive: {4/vbar:.4e} s/cm")
print(f"Wall resistance S=1, Motz-Wise: {2/vbar:.4e} s/cm")
print("Flux in cm^-2 s^-1: naive, Motz-Wise, kinetic")
for S, (a, b, d) in fluxes.items():
    print(f" S={S:.1f}: {a:.4e} {b:.4e} {d:.4e}")
print(f"S=1, Motz-Wise over naive: {100*(J_mw/J_naive - 1):+.2f} %")
print(f"S=1, Motz-Wise over kinetic: {100*(J_mw/J_kinetic - 1):+.2f} %")
print(f"S=1, Motz-Wise: {J_mw/site_density:.4f} monolayer/s")
print(f"Monolayer: {site_density:.1e} cm^-2")
print("NEGLECTED EFFECTS")
print(f"Mean free path 3D/vbar: {free_path:.4f} cm")
print(f"Knudsen number: {free_path/layer:.4f}")
print(f"Memory, flux against kinetic: {100*(J_memory/J_kinetic - 1):+.2f} %")
print(f"Gas/wall temperature {hot_ratio}, S={S_hot}: factor {hot_factor:.4f}")
print(f" change from equal temperature:"
      f" {100*(hot_factor/motz_wise(S_hot) - 1):+.2f} %")
print(f"Tin fraction: {tin_fraction:.1e}; Stefan flow: {100*stefan_change:.4f} %")
print(f"Rough heat: {heat_eV:.1f} eV; boiling point: {boiling_K:.0f} K")
print(f"Rough vapour pressure of pure tin: {vapour_torr:.0e} Torr")
print(f"Re-evaporation / deposition: {evaporation/J_mw:.0e}")
print(f"Tin collision diameter: {tin_diameter*1e7:.1f} nm")
print(f"Transit time: {transit*1e3:.2f} ms; tin-tin encounters: {encounters:.3f}")
print("every check passed")
```

Printed output:

```
FLUX FACTOR J/(n vbar/4): naive, Motz-Wise, kinetic
 kinetic a: extrapolated n; kinetic b: true wall n
 S=0.01: 0.0100 0.0101 a 0.0100 b 0.0101
 S=0.10: 0.1000 0.1053 a 0.1045 b 0.1064
 S=0.50: 0.5000 0.6667 a 0.6356 b 0.7148
 S=1.00: 1.0000 2.0000 a 1.7442 b 2.5066
C, extrapolated density: 0.5733
C, true wall density: 0.3989
b = 1-C, extrapolated: 0.4267; true: 0.6011
C, single-speed scattering, extrapolated: 0.5328
C, random flights S=1: 0.5700 +- 0.0044
C, random flights S=0.5: 0.5764 +- 0.0068
C, flights, memory 0.75: 0.5834 +- 0.0045
Wall mean |c| / Maxwellian, S=1: 1.2533
Linear shape negative above c/sqrt(kT/m) = 1.2533
Two channels S = 0.3, 0.5; first-channel factor:
 shared 0.5000, separate 0.3529
TIN VAPOUR EXAMPLE
Temperature: 600 K; tin mass: 118.71 u
Carrier: 0.1 Torr; tin: 1e-05 Torr
Layer: 2.0 cm; D: 2500 cm2/s
D at 1 Torr: 250 cm2/s
Mean speed: 3.2713e+04 cm/s; vbar/4: 8.1782e+03 cm/s
Bulk tin density: 1.6094e+11 cm^-3
Diffusion resistance L/D: 8.0000e-04 s/cm
Wall resistance S=1, naive: 1.2228e-04 s/cm
Wall resistance S=1, Motz-Wise: 6.1138e-05 s/cm
Flux in cm^-2 s^-1: naive, Motz-Wise, kinetic
 S=1.0: 1.7450e+14 1.8689e+14 1.8497e+14
 S=0.5: 1.5408e+14 1.6366e+14 1.6218e+14
 S=0.1: 7.9565e+13 8.2045e+13 8.1672e+13
S=1, Motz-Wise over naive: +7.10 %
S=1, Motz-Wise over kinetic: +1.04 %
S=1, Motz-Wise: 0.2670 monolayer/s
Monolayer: 7.0e+14 cm^-2
NEGLECTED EFFECTS
Mean free path 3D/vbar: 0.2293 cm
Knudsen number: 0.1146
Memory, flux against kinetic: -0.14 %
Gas/wall temperature 1.1, S=0.5: factor 0.6560
 change from equal temperature: -1.60 %
Tin fraction: 1.0e-04; Stefan flow: 0.0050 %
Rough heat: 3.0 eV; boiling point: 2900 K
Rough vapour pressure of pure tin: 8e-18 Torr
Re-evaporation / deposition: 6e-12
Tin collision diameter: 0.5 nm
Transit time: 0.80 ms; tin-tin encounters: 0.047
every check passed
```
